# Why downward funneling and the Ehrlich-Schwoebel current select a mound slope

**Q:** I grow a film, and mounds appear whose sides steepen and then stop at a fixed slope. I am told that an uphill current weakens with slope while a downhill one grows. What exactly are these currents?

**A:** Consider one side of a mound as a train of single-layer steps separated by terraces of width $L$. I measure lengths in lattice spacings and heights in layers, so the slope is $m=1/L$. The flux $F$ is in layers per unit time. On each terrace let $x$ run downhill from the ascending step at $x=0$ to the descending edge at $x=L$.

An atom lands somewhere and is later built into a step. The current $J$ is $F$ times the mean displacement between these two events, counted positive uphill. Two processes contribute:

- An atom that lands on the terrace diffuses. Crossing the descending edge costs an additional barrier $E$, the Ehrlich-Schwoebel barrier, so it joins the ascending step more often than symmetry would give. This is the uphill current.
- An atom that lands within a distance $c$ of the descending edge does not settle on the terrace. It slides down and joins the step there. This is downward funneling.

I assume no desorption, immediate attachment at the ascending step, steps that move slowly compared with the diffusing atoms, and no islands on the flank. The last condition requires $L<l_D$, where $l_D$ is the nucleation length.

**Q:** How does the barrier enter the uphill current?

**A:** Through the probability $p$ that an atom leaves over the descending edge. Take sites $j=1,\dots,L-1$, with hopping rate 1 between neighbours and rate $r=e^{-E/kT}$ over the edge (equal prefactors). At an interior site both directions are equally likely, so $p_j=(p_{j-1}+p_{j+1})/2$. With $p_0=0$ this gives $p_j=\alpha j$. At the last site,

$$(1+r)\,p_{L-1}=p_{L-2}+r .$$

Inserting $p_j=\alpha j$ gives $\alpha[(1+r)(L-1)-(L-2)]=r$, that is, $\alpha[1+r(L-1)]=r$. Hence

$$p(x)=\frac{x}{L+\ell},\qquad \ell=\frac1r-1=e^{E/kT}-1 .$$

The Ehrlich-Schwoebel length $\ell$ expresses the edge barrier as an extra distance to be diffused. From here on I treat $x$ and $L$ as continuous.

An atom starting at $x$ moves uphill by $x$ with probability $1-p$ and downhill by $L-x$ with probability $p$. Its mean uphill displacement is

$$x(1-p)-(L-x)p=x-Lp=\frac{x\ell}{L+\ell}.$$

Only atoms landing in $0<x<L-c$ take part. Averaging over the whole terrace, so that the funneled atoms count in the denominator,

$$J_{\rm up}=\frac FL\int_0^{L-c}\frac{x\ell}{L+\ell}\,dx=\frac{F\ell(L-c)^2}{2L(L+\ell)} .$$

Does it weaken with slope? Its logarithmic derivative with respect to $L$ is

$$\frac{2}{L-c}-\frac1L-\frac1{L+\ell}>0,$$

because $1/(L-c)$ exceeds each of the two subtracted terms. Narrower terraces therefore carry less uphill current. This holds on flanks steeper than $1/l_D$. On a nearly flat surface, where islands form, the formula does not apply: there the uphill current must start from zero at zero slope, by symmetry.

**Q:** And the downhill current?

**A:** Funneled atoms land at $L-c<x<L$ and move downhill by $L-x$. For $L\ge c$,

$$J_{\rm down}=\frac FL\int_{L-c}^{L}(L-x)\,dx=\frac{Fc^2}{2L}=\frac{Fc^2m}{2}.$$

It grows in proportion to the slope because the number of edges per unit length does.

**Q:** Where do they balance?

**A:** Subtract them over a common denominator:

$$J=J_{\rm up}-J_{\rm down}=\frac{F\,[\ell(L-c)^2-c^2(L+\ell)]}{2L(L+\ell)} .$$

Expanding the bracket gives $\ell L^2-2\ell cL+\ell c^2-c^2L-c^2\ell$. The terms $\pm\ell c^2$ cancel and a factor $L$ comes out:

$$J=\frac{F(\ell L-2\ell c-c^2)}{2(L+\ell)}=\frac F2\left[\ell-\frac{(\ell+c)^2}{L+\ell}\right].$$

The second form follows from $\ell L-2\ell c-c^2=\ell(L+\ell)-(\ell+c)^2$. There is one zero,

$$L^*=2c+\frac{c^2}{\ell},\qquad m^*=\frac{\ell}{c(2\ell+c)} .$$

Since $L^*>2c$, the condition $L\ge c$ is satisfied. The flux has dropped out, because both currents are proportional to it. It can still matter through $l_D$.

For a strong barrier, $\ell\gg c$, the slope approaches $1/(2c)$ and no longer depends on the barrier. For a weak one, $\ell\ll c$, it is approximately $\ell/c^2$.

**Q:** Why should my mound choose zero current? A regular staircase can grow with any slope.

**A:** It can, and a staircase by itself selects nothing. The summit and the valley make the difference. Let $X$ be the horizontal coordinate, increasing uphill on the flank. Conservation of atoms gives

$$\frac{\partial h}{\partial t}=F-\frac{\partial J}{\partial X}.$$

If the mound keeps its shape on average while the film thickens, $\partial h/\partial t=F$ everywhere, so $J$ is uniform. At a symmetric summit left and right are equivalent, so $J=0$ there, and hence on the flank too. Where the flank is a regular staircase, its slope must be $m^*$.

If the flank is too shallow, $J>0$: material moves from the valley towards the summit and the mound steepens. If it is too steep, $J<0$ and the mound flattens.

**Q:** Is the staircase at that slope stable, or do its steps bunch?

**A:** Straight steps do not bunch here: small differences in terrace width decay. Whether steps meander along their length is outside this one-dimensional model. Write $h$ as a uniform slope plus a small deviation $\delta h$ that varies slowly from step to step. Then $\partial_t\delta h=\nu\,\partial_X^2\delta h$ with $\nu=-dJ/dm$. Since $L=1/m$, $dL/dm=-L^2$, and for $L>c$

$$\nu=L^2\frac{dJ}{dL}=\frac{FL^2(\ell+c)^2}{2(L+\ell)^2}>0 .$$

At balance, $L^*=c(2\ell+c)/\ell$ and $L^*+\ell=(\ell+c)^2/\ell$, so

$$\nu^*=\frac{Fc^2(2\ell+c)^2}{2(\ell+c)^2}.$$

The individual steps agree. Let a terrace supply $a(L)$ atoms per unit time to its ascending step and $b(L)$ to its descending one, with $a+b=FL$. An atom has uphill displacement $x$ if it goes to the ascending step and $x-L$ otherwise. The mean of $x$ over all landings is $L/2$, and the fraction going down is $b/(FL)$. Therefore

$$J=F\left(\frac L2-L\,\frac{b}{FL}\right)=\frac{FL}{2}-b=\frac{a-b}{2}.$$

Number the terraces downhill. Each width changes by the advance of its lower step minus that of its upper step:

$$\dot L_i=a(L_{i+1})+b(L_i)-a(L_i)-b(L_{i-1}).$$

For a small deviation proportional to $e^{iq n+\lambda t}$ on terrace $n$, where $i$ in the exponent is the imaginary unit,

$$\lambda=a'(e^{iq}-1)+b'(1-e^{-iq}),\qquad {\rm Re}\,\lambda=-(a'-b')(1-\cos q).$$

Because $a'-b'=2\,dJ/dL=2\nu/L^2$, the decay rate is $(2\nu/L^2)(1-\cos q)$, positive for every small nonuniform deviation. This is linear stability about $L>c$. A terrace narrower than $c$ sends all its atoms down, so there $J=-FL/2$ and $\nu<0$; large differences in width are not covered by the argument.

**Q:** Give me numbers.

**A:** Take round model parameters: $E=0.05$ eV, $T=300$ K, $c=1$ spacing and $l_D=30$ spacings. With $kT=0.02585$ eV, $\ell=e^{0.05/0.02585}-1=5.92$ spacings. Then

$$L^*=2+\frac{1}{5.92}=2.17,\qquad m^*=\frac1{2.17}=0.461 .$$

For a step height of one spacing, the angle is about $25^\circ$. The two currents at balance are

$$\frac{J_{\rm up}}F=\frac{5.92\,(1.17)^2}{2(2.17)(8.09)}\approx0.23,\qquad \frac{J_{\rm down}}F=\frac{1}{2(2.17)}\approx0.23$$

spacings. At $L=10$ they are 1.51 and 0.05, so a shallow flank steepens; at $L=1.5$ they are 0.07 and 0.33, so a steep one relaxes.

A terrace of two spacings has very few sites. The continuous landing positions are then a model assumption, and a particular crystal face would need its own site-by-site count. The shift can be large. If atoms land only on the sites $j=0,\dots,L-1$ of the chain above and the outermost site is funneled, then $J/F=[\ell(L-1)(L-2)/(2(L+\ell))-1]/L$. This is $-0.11$ at $L=3$ and $+0.20$ at $L=4$. A mixture of these two widths balances at a mean width of about 3.3 spacings, an angle near $17^\circ$ instead of $25^\circ$. For a strong barrier this count gives $L=3$ instead of $2c=2$.

**Q:** Which matters more, the weakening of one current or the growth of the other?

**A:** Freeze one at a time at its value for $L=l_D$.

With the uphill current frozen at $2.31F$, there is no balance: the downhill current reaches at most $Fc/2=0.5F$, at $L=c$. Here the weakening is indispensable. With the downhill current frozen at $0.017F$, a balance still exists, but at $L=1.22$. It exists because the uphill current vanishes at $L=c$, where no atom is left to diffuse. Growth of the downhill current is thus not needed for a crossing in this example, but it moves the crossing from 1.22 to 2.17 spacings.

For a weak barrier the roles change. If $\ell\ll c$, the balance lies at $L^*\approx c^2/\ell\gg c$, where $J_{\rm up}$ is close to its constant wide-terrace value $F\ell/2$. Equating this with $Fc^2/(2L)$ already gives $L=c^2/\ell$, so growth of the downhill current sets the position of the balance. For $\ell=0.1$ the balance is at $L^*=12$. Freezing the uphill current moves it only to 10.7, while freezing the downhill current still leaves a crossing, but at 2.4.

**Q:** Could I calculate the two currents separately and add them?

**A:** Not if the uphill one is calculated as though every atom landed on the terrace. Funneling also removes atoms that would have fed the uphill current. If that loss is ignored, the integral for $J_{\rm up}$ runs to $L$ and the balance becomes

$$\frac{\ell L}{L+\ell}=\frac{c^2}{L}\;\Rightarrow\;\ell L^2-c^2L-c^2\ell=0\;\Rightarrow\; L=\frac{c^2+c\sqrt{c^2+4\ell^2}}{2\ell}.$$

In the example this is 1.09 instead of 2.17 spacings. For $\ell\to\infty$ it tends to $c$, half the correct $2c$. The lost supply therefore halves the selected slope in the strong-barrier limit.

**Q:** When would I see no selected slope of this kind?

**A:** When $L^*$ exceeds $l_D$. For $l_D>2c$, the requirement $2c+c^2/\ell<l_D$ means

$$\ell>\frac{c^2}{l_D-2c}=\frac1{28}=0.036 ,$$

or $E>kT\ln(1.036)\approx0.9$ meV at 300 K. Below this barrier the net current is downhill on every island-free flank with $c\le L<l_D$. What happens at smaller slopes needs a theory with islands.

Without funneling, $c=0$ and $J=F\ell L/[2(L+\ell)]$ is positive at every finite slope, so nothing in this model stops the steepening.

Temperature changes both $\ell$ and $l_D$. With $c$ held fixed, and as long as $L^*<l_D$, the selected slope falls from 0.486 at 200 K to 0.383 at 600 K.

**Q:** Has the selection been checked on a whole mound?

**A:** Yes, by following all the steps on half a mound 30 spacings wide, with new layers starting at the summit and steps disappearing in the valley. One run started too steep, at $L=1.5$, and one too shallow, at $L=5$, with a new layer started when the top terrace reached a half-width of 2 and 4 spacings, respectively. In the middle third of the flank they reached slopes of 0.454 and 0.455, which are 1.4% and 1.3% below $m^*$.

The time step explains this offset. Steps were advanced in intervals of $\delta t=0.01$ layer times. During one interval a step moves by $L\,\delta t$, so atoms are incorporated on average $L\,\delta t/2\approx0.011$ spacings farther downhill than the formula assumes. The flank must compensate with $J/F\approx0.011$. Since $dJ/dL=\nu^*/L^{*2}=1.72/4.70=0.37$ for $F=1$, the terrace widens by $0.011/0.37\approx0.03$, giving $L\approx2.20$ and a slope of 0.455.

In the control run without funneling, the mean slope in the middle third of the flank rose from 0.98 over layers 100 to 200 to 1.77 over layers 400 to 500. Terraces narrower than one spacing are not physical; the run only illustrates the continued steepening expected from the positive current found above for $c=0$. The numerical output lists the remaining values.

## Numbers as computed

```
edge barrier: 0.050 eV; temperature: 300 K
thermal energy kT: 0.02585 eV
Ehrlich-Schwoebel length ell: 5.9177 spacings
funneling range c: 1.0 spacing; nucleation length: 30 spacings
currents divided by flux, in spacings (uphill, downhill, net):
  L = 20.0000 spacings: 2.0607, 0.0250, 2.0357
  L = 10.0000 spacings: 1.5057, 0.0500, 1.4557
  L =  5.0000 spacings: 0.8672, 0.1000, 0.7672
  L =  3.0000 spacings: 0.4424, 0.1667, 0.2757
  L =  2.1690 spacings: 0.2305, 0.2305, 0.0000
  L =  1.5000 spacings: 0.0665, 0.3333, -0.2669
selected terrace width L*: 2.1690 spacings
selected slope m*: 0.4610 layers per spacing
angle for step height of one spacing: 24.75 degrees
strong-barrier limit of slope: 0.5000 layers per spacing
relaxation coefficient nu*: 1.7213 spacings^2 per layer time
slowest decay rate, ring of 12 terraces: 0.0980 per layer time
uphill current/flux frozen at L = l_D: 2.3094 spacings
largest downhill current/flux (L = c): 0.5000 spacings
downhill current/flux frozen at L = l_D: 0.0167 spacings
balance width with frozen downhill current: 1.2216 spacings
balance width with lost supply restored: 1.0881 spacings
strong-barrier ratio of true to restored width: 2.0000
smallest ell for L* < l_D: 0.0357 spacings
smallest barrier for L* < l_D: 0.907 meV
temperature dependence (ell, L* in spacings; m* in layers per spacing):
  T = 200 K: 17.1947, 2.0582, 0.4859
  T = 300 K: 5.9177, 2.1690, 0.4610
  T = 400 K: 3.2655, 2.3062, 0.4336
  T = 600 K: 1.6302, 2.6134, 0.3826
mound simulation, half-width 30 spacings, mean over layers 400 to 500:
  start L = 1.5, top limit 2: slope 0.4544 layers per spacing
  start L = 5.0, top limit 4: slope 0.4550 layers per spacing
control without funneling, start L = 5.0, top limit 4:
  layers 100 to 200: slope 0.9778 layers per spacing
  layers 400 to 500: slope 1.7702 layers per spacing
```
